# Logarithmic threshold drift from a uniform distribution of multiphonon capture barriers

## Scaling argument

A trap in the gate stack fills by thermally activated capture over a barrier $E$. Let its relaxation rate be $\kappa(E)=\kappa_0e^{-E/kT}$, with $\kappa_0$ common to all traps. A dimensionless occupancy can depend on the stress time $t$ only through the product $\kappa(E)t$, so

$$f(E,t)=\varphi\!\left(\ln\kappa_0t-\frac{E}{kT}\right). \tag{1}$$

Multiplying $t$ by a factor $a$ therefore has the same effect as lowering every barrier by $kT\ln a$. If the barrier density is flat, with height $1/W$ and edges far away, such a displacement leaves the distribution unchanged. The fraction of traps filled between $t$ and $at$ then depends on $a$ alone. Since two successive factors $a$ and $b$ add their contributions, this function $h$ obeys $h(ab)=h(a)+h(b)$, whose continuous solution is $h(a)=A\ln a$.

The coefficient follows from the same picture. The profile $\varphi$ moves rigidly by $kT\ln a$ along the energy axis and raises the occupancy there from 0 to its final value $f_\infty$. Hence

$$h(a)=f_\infty\frac{kT}{W}\ln a. \tag{2}$$

The argument fixes the slope. It does not give the time origin, the effect of the edges, or the width needed for the law to be visible. These require the rates.

## Barrier and rates of one trap

Consider electron capture from the channel. The lattice is classical and is described by one effective coordinate $q$, scaled so that the neutral trap relaxes to $q=0$ and the charged trap to $q=1$. With equal curvatures the two energies are

$$U_0=\lambda q^2,\qquad U_1=\lambda(q-1)^2+\Delta E. \tag{3}$$

Here $\lambda$ is the relaxation energy, and $U_0$ includes the electron while it is still in the channel, at the Fermi level. The energy $\Delta E$ is that of the relaxed charged trap minus that of the relaxed neutral trap plus channel electron. Degeneracy factors are taken as one. Negative $\Delta E$ favours capture.

Setting $U_0=U_1$ gives $2\lambda q=\lambda+\Delta E$. The crossing point and the capture barrier are thus

$$q_c=\frac{\lambda+\Delta E}{2\lambda},\qquad E=\lambda q_c^2=\frac{(\lambda+\Delta E)^2}{4\lambda}. \tag{4}$$

For $\lambda>|\Delta E|$ the crossing lies between the two minima. Measured from the charged minimum, the emission barrier is $E-\Delta E$.

For weak electronic coupling $V$, the golden rule averaged over the classical distribution of $q$ gives the capture rate

$$k_c=\frac{2\pi}{\hbar}|V|^2\int dq\,\sqrt{\frac{\lambda}{\pi kT}}\,e^{-\lambda q^2/kT}\,\delta(U_0-U_1).$$

Since $d(U_0-U_1)/dq=2\lambda$, the delta function contributes $1/(2\lambda)$ at $q=q_c$, and

$$k_c=k_0e^{-E/kT},\qquad k_0=\frac{2\pi}{\hbar}\frac{|V|^2}{\sqrt{4\pi\lambda kT}}. \tag{5}$$

The emission rate has the same prefactor and the barrier $E-\Delta E$:

$$k_e=k_0e^{-(E-\Delta E)/kT}=r\,k_c,\qquad r=e^{\Delta E/kT}. \tag{6}$$

The ratio $r$ does not depend on the barrier. In what follows $\Delta E$ and $k_0$ are common to all traps, while $\lambda$ varies from trap to trap. The weak dependence $k_0\propto\lambda^{-1/2}$ is set aside until Eq. (25).

Uniform barriers on $[E_1,E_2]$, with $W=E_2-E_1$, correspond to a definite distribution of $\lambda$. Writing Eq. (4) as $E=\lambda/4+\Delta E/2+\Delta E^2/(4\lambda)$ and using $p(\lambda)\,d\lambda=dE/W$, one finds

$$p(\lambda)=\frac{1}{W}\frac{dE}{d\lambda}=\frac{1}{4W}\left(1-\frac{\Delta E^2}{\lambda^2}\right). \tag{7}$$

This is nearly flat when $\lambda\gg|\Delta E|$. A broad, nearly uniform spread of relaxation energies thus supplies the assumed spread of barriers. That real defects have such a spread is an assumption, not a consequence of multiphonon theory.

## Occupancy and threshold shift

At constant stress voltage and temperature the occupancy of an independent trap obeys

$$\frac{df}{dt}=k_c(1-f)-k_ef=k_c-(1+r)k_cf. \tag{8}$$

For a trap that is empty at $t=0$ the solution is

$$f=f_\infty\left(1-e^{-\kappa t}\right),\quad f_\infty=\frac{1}{1+r},\quad \kappa=(1+r)k_0e^{-E/kT}. \tag{9}$$

Emission lowers the final occupancy and speeds up the approach to it. It leaves the dependence of $\ln\kappa$ on $E$ unchanged.

Let all traps lie in one sheet inside the high-k layer, with $N$ traps per area at distance $s$ from the gate. Take $x$ from channel to gate. The threshold shift is the change of gate voltage that keeps the channel charge fixed, and hence keeps the displacement on the channel side of the sheet fixed. Trapped electrons of charge $-qN\langle f\rangle$ per area change the displacement between sheet and gate by this amount (here $q$ is the elementary charge). Because $D=-\varepsilon\,d\phi/dx$, the gate potential changes by

$$\Delta V=-\int_{\rm sheet}^{\rm gate}\frac{-qN\langle f\rangle}{\varepsilon_0\varepsilon_{\rm hk}}dx=\frac{qNs}{\varepsilon_0\varepsilon_{\rm hk}}\langle f\rangle. \tag{10}$$

The shift is positive for trapped electrons. The interlayer between channel and high-k layer does not enter, since its displacement is unchanged. The final shift is

$$\Delta V_{\max}=f_\infty\frac{qNs}{\varepsilon_0\varepsilon_{\rm hk}}. \tag{11}$$

## Average over the barriers

Equations (9)–(11) give

$$\Delta V(t)=\frac{\Delta V_{\max}}{W}\int_{E_1}^{E_2}\left[1-e^{-\kappa(E)t}\right]dE.$$

Substitute $u=\kappa(E)t$. Then $du=-u\,dE/kT$, or $dE=-kT\,du/u$. The lower limit $E_1$ becomes $\kappa_{\max}t$ and the upper limit $E_2$ becomes $\kappa_{\min}t$, where $\kappa_{\max}=\kappa(E_1)$ and $\kappa_{\min}=\kappa(E_2)$. The minus sign reverses the limits, so

$$\Delta V(t)=\Delta V_{\max}\frac{kT}{W}\left[\mathrm{Ein}(\kappa_{\max}t)-\mathrm{Ein}(\kappa_{\min}t)\right], \tag{12}$$

$$\mathrm{Ein}(z)=\int_0^z\frac{1-e^{-u}}{u}du. \tag{13}$$

Within the model this holds at all times and for any $W>0$.

To extract the logarithm, split Eq. (13) at $u=1$ and write $\int_1^z e^{-u}du/u$ as the integral from 1 to infinity minus $E_1(z)=\int_z^\infty e^{-u}du/u$. (The function $E_1(z)$ carries an argument; the barrier edge $E_1$ does not.) This gives

$$\mathrm{Ein}(z)=\ln z+E_1(z)+\left[\int_0^1\frac{1-e^{-u}}{u}du-\int_1^\infty\frac{e^{-u}}{u}du\right].$$

Integrate both terms in the bracket by parts with $du/u=d\ln u$. The boundary terms vanish, and the bracket becomes $-\int_0^\infty e^{-u}\ln u\,du=\gamma\simeq0.577$, Euler's constant. Therefore

$$\mathrm{Ein}(z)=\ln z+\gamma+E_1(z). \tag{14}$$

When $\kappa_{\max}t\gg1$ and $\kappa_{\min}t\ll1$, the first Ein in Eq. (12) is logarithmic and the second is negligible:

$$\boxed{\Delta V(t)\simeq\Delta V_{\max}\frac{kT}{W}\left[\ln(\kappa_{\max}t)+\gamma\right]} \tag{15}$$

The error is controlled on both sides. The bracket of Eq. (12) minus that of Eq. (15) is $E_1(\kappa_{\max}t)-\mathrm{Ein}(\kappa_{\min}t)$. In $E_1(z)$ one has $1/u\le1/z$, so $0<E_1(z)<e^{-z}/z$. In Ein one has $1-e^{-u}<u$, so $0<\mathrm{Ein}(z)<z$. Hence

$$-\kappa_{\min}t<E_1(\kappa_{\max}t)-\mathrm{Ein}(\kappa_{\min}t)<\frac{e^{-\kappa_{\max}t}}{\kappa_{\max}t}. \tag{16}$$

Equation (15) also has a direct reading. Define

$$E^*(t)=kT\left[\ln\{(1+r)k_0t\}+\gamma\right]. \tag{17}$$

Since $\ln\kappa_{\max}=\ln[(1+r)k_0]-E_1/kT$, Eq. (15) is $\Delta V=\Delta V_{\max}(E^*-E_1)/W$. A filling front moves up the barrier axis by $kT\ln10$ per decade of time, and equal energy intervals contain equal numbers of traps.

**Outside the window.** For $\kappa_{\max}t\ll1$, expansion of Eq. (13) gives $\mathrm{Ein}(z)=z-z^2/4+\dots$, and the drift is linear in time:

$$\Delta V\simeq\Delta V_{\max}\frac{kT}{W}(\kappa_{\max}-\kappa_{\min})t. \tag{18}$$

For $\kappa_{\min}t\gg1$ both functions in Eq. (12) are logarithmic. Their difference tends to $\ln(\kappa_{\max}/\kappa_{\min})=W/kT$, and $\Delta V$ saturates at $\Delta V_{\max}$.

## How broad is broad

From Eq. (13), $t\,d\,\mathrm{Ein}(\kappa t)/dt=1-e^{-\kappa t}$. The slope on a logarithmic time axis is therefore

$$\frac{d\Delta V}{d\ln t}=\Delta V_{\max}\frac{kT}{W}\left[e^{-\kappa_{\min}t}-e^{-\kappa_{\max}t}\right]. \tag{19}$$

The bracket is below 1. Choose a small tolerance $\delta$ and restrict the time to

$$\frac{\ln(1/\delta)}{\kappa_{\max}}\le t\le\frac{\delta}{\kappa_{\min}}. \tag{20}$$

Then $e^{-\kappa_{\max}t}\le\delta$ and $1-e^{-\kappa_{\min}t}\le\delta$, so the slope lies within a fraction $2\delta$ of its plateau $\Delta V_{\max}kT/W$. Per decade, the plateau is $\Delta V_{\max}kT\ln10/W$. The logarithm of the ratio of the two limits in Eq. (20) gives the number of decades in the window,

$$n_{\rm dec}=\frac{W}{kT\ln10}-\log_{10}\frac{\ln(1/\delta)}{\delta}. \tag{21}$$

For $\delta=0.01$ the second term is 2.66. A window of this quality exists if $W>6.13\,kT$, and it covers several decades if $W$ is a few times larger still.

A narrow uniform distribution does not reach the plateau. With $R=\kappa_{\max}/\kappa_{\min}=e^{W/kT}$ and $x=\kappa_{\max}t$, the bracket in Eq. (19) is $e^{-x/R}-e^{-x}$. Its maximum satisfies $e^{-x}=e^{-x/R}/R$, or $x=R\ln R/(R-1)$, and has the value

$$R^{-1/(R-1)}\left(1-\frac1R\right). \tag{22}$$

For $W=2kT$, $R=e^2$ and the maximum is 0.632. Uniformity without breadth gives a smooth step, not a logarithmic law.

## Why uniformity matters

Replace $1/W$ by a normalized density $g(E)$. Differentiating the averaged occupancy with respect to $\ln t$ gives

$$\frac{d\langle f\rangle}{d\ln t}=f_\infty\int g(E)\,ue^{-u}dE=f_\infty kT\int_0^\infty g(E)\,e^{-u}du, \tag{23}$$

where $u=\kappa(E)t$ and $E=kT[\ln\{(1+r)k_0t\}-\ln u]$. The upper limit has been extended to infinity, which is harmless when $(1+r)k_0t\gg1$.

The slope is thus an average of $g$ over the weight $e^{-u}$. The moments of $\ln u$ follow from $\int_0^\infty u^\sigma e^{-u}du=\Gamma(1+\sigma)$ and $\ln\Gamma(1+\sigma)=-\gamma\sigma+\pi^2\sigma^2/12+\dots$. The mean is $-\gamma$ and the variance is $\pi^2/6$. In energy, the weight is centred at $E^*$ of Eq. (17) with standard deviation $\pi kT/\sqrt6$. Expanding $g$ about $E^*$ removes the first-order term and leaves, to second order,

$$\frac{d\langle f\rangle}{d\ln t}\simeq f_\infty kT\left[g(E^*)+\frac{\pi^2}{12}(kT)^2g''(E^*)\right]. \tag{24}$$

The drift curve is a scan of the barrier density with a resolution of about $1.3\,kT$. A flat density gives a constant slope. A density that varies over several $kT$ or more along the path of $E^*$ gives a changing slope, however broad it is. Structure much finer than this resolution is averaged out.

The prefactor in Eq. (5) causes a mild departure of the same kind. If $k_0\propto\lambda^{-1/2}$, the front satisfies $\ln t-E^*/kT-\tfrac12\ln\lambda=\text{const}$. By Eq. (7), $d\lambda=4\,dE/(1-\Delta E^2/\lambda^2)$, so

$$\frac{dE^*}{d\ln t}\simeq\frac{kT}{1+\dfrac{2kT}{\lambda(1-\Delta E^2/\lambda^2)}}. \tag{25}$$

The slope is reduced by roughly $2kT/\lambda$ relative to the plateau. This is small because relaxation energies far exceed $kT$.

## A worked case

Take round model parameters: $T=400$ K ($kT=0.03447$ eV), $k_0=10^{10}$ s$^{-1}$, barriers from 0.5 to 1.3 eV and $\Delta E=-0.1$ eV. The relaxation energies then run from 2.20 to 5.40 eV. The trap sheet holds $3\times10^{12}$ cm$^{-2}$ and lies 1.5 nm from the gate, in a high-k layer of relative permittivity 20.

Equation (6) gives $r=e^{-0.1/0.03447}=0.0550$, so $f_\infty=1/1.0550=0.948$. The extreme rates are

$$\kappa_{\max}=1.0550\times10^{10}\,e^{-0.5/0.03447}=5.29\times10^3\ {\rm s}^{-1},$$

and $\kappa_{\min}=4.41\times10^{-7}$ s$^{-1}$. Equation (10) gives 40.7 mV for a completely filled sheet, a value confirmed by a grid solution of Poisson's equation for the stack. The final shift is $\Delta V_{\max}=0.948\times40.7=38.6$ mV.

With $kT/W=0.0431$, the plateau slope is

$$38.6\times0.0431\times2.303=3.83\ \text{mV per decade}. \tag{26}$$

At 1 s, Eq. (15) reads $38.59\times0.04309\times(8.574+0.577)=15.2$ mV.

The formulas were tested against a sum over traps in which each crossing was found numerically and each pair of rates was propagated as a matrix. Some values are:

| Time (s) | Sum (mV) | Eq. (15) (mV) |
|---|---|---|
| $10^{-3}$ | 3.731 | 3.730 |
| $1$ | 15.217 | 15.217 |
| $10^{4}$ | 30.525 | 30.532 |
| $10^{5}$ | 34.288 | 34.361 |

The closed result (12) agrees with the sum to all printed digits. For $\delta=0.01$ the window runs from $8.7\times10^{-4}$ s to $2.3\times10^4$ s, or 7.4 of the 10.1 decades spanned by the rates. The smallest slope found there is 0.990 of the plateau. The last row lies beyond the window: $\kappa_{\min}t=0.044$, and Eq. (16) allows a shortfall of up to $38.6\times0.0431\times0.044=0.073$ mV, close to the observed difference. At $10^{-6}$ s the drift is $8.79\times10^{-3}$ mV, against $8.80\times10^{-3}$ mV from the linear law (18). At $10^8$ s it has saturated at 38.6 mV.

**Non-uniform barriers.** For a Gaussian density centred at 0.9 eV with standard deviation 0.2 eV, the slopes at 1, $10^2$ and $10^4$ s are 5.469, 5.600 and 3.135 mV per decade. The front is then at 0.815, 0.974 and 1.133 eV, so it has passed the maximum and entered the falling side. Equation (24) reproduces these slopes to within 0.3% of each value.

**Prefactor.** With $k_0\propto\lambda^{-1/2}$ the summed slope at 1 s falls to 0.980 of its former value, as Eq. (25) gives. The reduction is not constant, because $\lambda$ grows as the front advances: $2kT/\lambda$ runs from 0.031 at $\lambda=2.20$ eV to 0.013 at 5.40 eV. At short times it exceeds the tolerance $2\delta=0.02$, so the value 0.990 quoted for the window refers to a constant $k_0$.

## Temperature, apparent exponents and limits of validity

At fixed $\Delta E$, $N$ and barrier density, the plateau varies as $Tf_\infty(T)$. It is not thermally activated with the capture barrier, because heating moves the front to other traps instead of speeding up one selected group. In the example, cooling to 300 K lowers the slope to 2.97 mV per decade, a factor 0.775. This exceeds $300/400=0.75$ because $f_\infty$ is larger at the lower temperature.

On doubly logarithmic axes the slope of the drift curve is a local exponent. Inside the window, Eq. (15) gives for it

$$\frac{d\ln\Delta V}{d\ln t}\simeq\frac{1}{\ln(\kappa_{\max}t)+\gamma}. \tag{27}$$

It is 0.220 at $10^{-2}$ s, 0.109 at 1 s and 0.062 at $10^3$ s. Over a short interval the curve can resemble a power law with a small exponent, but the exponent falls steadily with time.

Three assumptions limit the result.

- **Classical lattice.** The activated rate (5) requires phonon energies small compared with $kT$. Otherwise nuclear tunnelling raises the rate, and the step from $E$ to $\ln\kappa$ must be reconsidered. For phonons of several tens of meV this correction is already present at 400 K.
- **Common prefactor.** Traps at different depths have different tunnelling factors in $|V|^2$ and different lever arms $s$. The distribution that matters is then that of $\ln\kappa$, weighted by $s$, and a flat density of $E$ alone does not settle the outcome.
- **Fixed $\Delta E$.** All traps were given the same $\Delta E$. In a real oxide the trap levels are spread in energy, and $f_\infty$ can then differ from trap to trap. If the spread of $\Delta E$ is independent of the barrier, each value of $\Delta E$ gives its own logarithmic law, and where the windows overlap the slope contains the mean $f_\infty$. If $\Delta E$ varies along the barrier axis, both $f_\infty$ and the factor $1+r$ in $\kappa$ change with $E$. The spacing of $\ln\kappa$ is then no longer uniform, and a flat barrier density in general does not give a constant slope. Trapped charge also shifts $\Delta E$ during the stress: averaged over the sheet, it raises the electron energy by an amount below $q\Delta V$. This mean feedback is negligible when $q\Delta V\ll kT$. The charges are discrete, however. At $3\times10^{12}$ cm$^{-2}$ the traps are about 6 nm apart, more than their distance to the gate, so the shift is uneven, and a trap about a nanometre from a filled neighbour is shifted by more than $kT$. In the example $q\Delta V$ is already $0.44\,kT$ at 1 s and reaches $0.89\,kT$ at $10^4$ s, so the tabulated values describe the fixed-$\Delta E$ model, not a self-consistent device. Every voltage here is proportional to $N$. With a tenfold smaller trap density the feedback is correspondingly weaker, and the logarithmic law holds with a slope of 0.38 mV per decade.

The numerical output below lists the remaining values.

## Computed results

```
temperature = 400 K, kT = 0.03447 eV, k0 = 1.0e+10 1/s
barriers E1, E2, W = 0.50, 1.30, 0.80 eV; dE = -0.10 eV
relaxation energy range = 2.195 to 5.398 eV
emission/capture ratio r = 0.05496, f_inf = 0.94790
kappa_max = 5.2907e+03 1/s, kappa_min = 4.4051e-07 1/s
interlayer: 1.0 nm, relative permittivity 3.9
high-k layer: 2.0 nm, relative permittivity 20.0
trap sheet = 3.0e+12 1/cm^2, distance to gate = 1.5 nm
shift, all traps filled: formula 40.7140 mV, grid 40.7140 mV
dVmax = 38.5929 mV, kT/W = 0.04309
plateau slope = 3.8288 mV/decade
summed drift from 10 s to 100 s = 3.8288 mV
log-law time origin exp(-gamma)/kappa_max = 1.0612e-04 s
window for delta = 0.01: 8.704e-04 s to 2.270e+04 s
total span W/(kT ln10) = 10.080 decades, window = 7.416 decades
slope/plateau in window: min 0.9899, max 1.0000
time (s): ensemble sum, closed result, log law (mV)
  1e-03: 3.7314, 3.7314, 3.7300
  1e-02: 7.5589, 7.5589, 7.5589
  1e-01: 11.3877, 11.3877, 11.3877
  1e+00: 15.2165, 15.2165, 15.2165
  1e+01: 19.0454, 19.0454, 19.0454
  1e+02: 22.8741, 22.8741, 22.8742
  1e+03: 26.7023, 26.7023, 26.7030
  1e+04: 30.5245, 30.5245, 30.5319
  1e+05: 34.2882, 34.2882, 34.3607
early drift at 1e-06 s = 8.786e-03 mV, linear law 8.798e-03 mV
late drift at 1e+08 s = 38.5929 mV
width 2kT: largest slope / plateau value = 0.6323
sampling weight: standard deviation = 0.04421 eV
Gaussian barriers: mean 0.90 eV, standard deviation 0.20 eV
time (s): E* (eV), direct slope, second-order slope (mV/decade)
  1e+00: 0.8154, 5.4691, 5.4753
  1e+02: 0.9742, 5.6003, 5.5838
  1e+04: 1.1329, 3.1350, 3.1285
slope at 300 K = 2.9674 mV/decade, ratio to 400 K = 0.7751
apparent power-law exponent at 1e-02 s = 0.2200
apparent power-law exponent at 1e+00 s = 0.1093
apparent power-law exponent at 1e+03 s = 0.0622
lam^(-1/2) prefactor, slope ratio at 1 s: sum 0.9802, formula 0.9804
```
